\section*{Choosing and Following a Mode in Partitioned Rational Function Saddle Searches}

\section{What symmetry and dimensions fix}

A saddle search that starts from one structure and uses second derivatives turns a gradient $g$ and a Hessian $H$ into a displacement. Let $v_i$ be the orthonormal eigenvectors of $H$, $b_i$ its eigenvalues and $F_i=v_i\cdot g$ the gradient components. The displacement is $\sum_i s_i v_i$.

The sign of an eigenvector has no meaning. Replacing $v_i$ by $-v_i$ changes the sign of $F_i$, so $s_i$ must change sign too if the displacement is to stay the same. Hence $s_i$ is odd in $F_i$, and $s_i/F_i$ depends on the gradient components through their squares alone. This ratio has the dimension of length$^2$/energy, an inverse curvature. We may therefore write
\begin{equation}
 s_i=-\frac{F_i}{b_i-\lambda_i},
 \label{form}
\end{equation}
where the shift $\lambda_i$ is a curvature. With $\lambda_i=0$ this is Newton's step, which goes towards a stationary point of the local quadratic model, whatever its type. The shift decides the direction: since $F_is_i=-F_i^2/(b_i-\lambda_i)$, a mode is climbed if $\lambda_i>b_i$ and descended if $\lambda_i<b_i$.

Dimensions also show that something is missing. A shift that vanishes with the gradient could be built from $F^2/b$, but this is an energy. To make it a curvature, we must divide by the square of a length $\ell$. Rational function optimization supplies that length through the denominator of its model.

The option treated here, partitioned rational function optimization (P-RFO), uses one shift for the climbed mode and another for all remaining modes. The user chooses the mode to climb, the largest step, and the way in which the mode is recognized again after each step.

\section{The rational model and its shift}

For a set of modes, let $B$ be the diagonal matrix of their $b_i$, and let $F$ and $s$ be the vectors of components. The quadratic model of the energy change is divided by a factor that keeps it bounded:
\begin{equation}
 R(s)=\frac{F\cdot s+\tfrac12 s\cdot Bs}{1+s\cdot s/\ell^2}.
\end{equation}
Write $N$ for the numerator and $Q$ for the denominator. Then $\nabla R=(\nabla N-R\,\nabla Q)/Q$, with $\nabla N=F+Bs$ and $\nabla Q=2s/\ell^2$. A stationary point obeys
\begin{equation}
 F+Bs=\lambda s,\qquad \lambda=\frac{2R}{\ell^2}.
 \label{stat}
\end{equation}
Its $i$th row, $F_i+b_is_i=\lambda s_i$, is equation (\ref{form}) with one shift shared by the whole set.

A second relation fixes $\lambda$. The scalar product of (\ref{stat}) with $s$ gives $F\cdot s+s\cdot Bs=\lambda s\cdot s$. The definition of $R$ gives $2F\cdot s+s\cdot Bs=2RQ=\lambda\ell^2+\lambda s\cdot s$. Subtracting the first from the second leaves
\begin{equation}
 F\cdot s=\lambda\ell^2 .
 \label{second}
\end{equation}

From here on $\ell=1$. In atomic units this means one bohr if the coordinates are Cartesian lengths. The choice is a convention, so rescaling the coordinates changes the shifts and the path. Equations (\ref{stat}) and (\ref{second}) together form the eigenvalue problem
\begin{equation}
 \begin{pmatrix}B&F\\F^{T}&0\end{pmatrix}
 \begin{pmatrix}s\\1\end{pmatrix}
 =\lambda\begin{pmatrix}s\\1\end{pmatrix}.
 \label{border}
\end{equation}
Moreover, $R$ is half the Rayleigh quotient of this bordered matrix for the vector $(s,1)$. Its highest eigenvalue therefore belongs to the maximum of $R$ and its lowest to the minimum, provided that the last component of the eigenvector is not zero. Inserting $s_i=F_i/(\lambda-b_i)$ in (\ref{second}) gives the equation for the roots,
\begin{equation}
 \lambda=\sum_i\frac{F_i^2}{\lambda-b_i}.
 \label{secular}
\end{equation}

\section{Why one shift is not enough}

To climb mode $k$ and descend all others with one shift, we need $b_k<\lambda<b_i$ for every $i\ne k$. This is possible if $k$ is the softest mode. It is impossible if any other mode has a lower curvature than $k$, as happens when the path to the wanted saddle leaves a minimum along a stiff mode.

Taking another root of the unpartitioned problem does not help. Let $b_1<b_2<\dots$ and let all $F_i$ be nonzero. The function $\lambda-\sum_iF_i^2/(\lambda-b_i)$ has the positive derivative $1+\sum_iF_i^2/(\lambda-b_i)^2$ and rises from $-\infty$ to $+\infty$ between neighbouring poles. There is thus one root below $b_1$ and one between $b_1$ and $b_2$. The second root climbs mode 1 and descends the rest, whichever mode the user had in mind.

P-RFO instead maximizes a rational model for mode $k$ and minimizes a separate one for its complement. For mode $k$, (\ref{secular}) becomes $\lambda^2-b_k\lambda-F_k^2=0$, and the highest root is
\begin{equation}
 \lambda_p=\tfrac12b_k+\tfrac12\sqrt{b_k^2+4F_k^2},\qquad
 s_k=\frac{F_k}{\lambda_p-b_k}.
 \label{up}
\end{equation}
For $F_k\ne0$ the square root exceeds $|b_k|$, so $\lambda_p>\frac12(b_k+|b_k|)=\max(0,b_k)$. For the complement we take the lowest root $\lambda_n$ of
\begin{equation}
 \lambda_n=\sum_{i\ne k}\frac{F_i^2}{\lambda_n-b_i},\qquad
 s_i=-\frac{F_i}{b_i-\lambda_n}.
 \label{down}
\end{equation}
By the argument just given, it lies below every $b_i$ of the complement. All denominators in the sum are then negative, so $\lambda_n<0$ as well. Consequently
\begin{equation}
 F_ks_k=\frac{F_k^2}{\lambda_p-b_k}>0,\qquad
 F_is_i=-\frac{F_i^2}{b_i-\lambda_n}<0\quad(i\ne k),
\end{equation}
for any order and any signs of the curvatures. These are statements about the slope at the current point. Over a finite step, the true energy may behave differently.

Vanishing components need care:
\begin{itemize}
\item If $F_k=0$ and $b_k<0$, then $\lambda_p=0$ and mode $k$ does not move, as is right at a saddle.
\item If $F_k=0$ and $b_k>0$, the highest root is $b_k$ with eigenvector $(1,0)$. The step is infinite and its sign undetermined. A search started exactly at a minimum must first be displaced along the chosen mode.
\item A complement mode with $F_i=0$ drops out of the sum in (\ref{down}) and does not move, even if $b_i<0$. With $\lambda_n$ taken from (\ref{down}), a symmetric start can therefore lead to a stationary point with more than one negative curvature. In the bordered matrix, $b_i$ is itself an eigenvalue, with last component zero. It becomes the lowest one when $b_i<\lambda_n$, which happens for $b_i<0$ once the other complement curvatures are positive and $\lambda_n$ approaches zero with the gradient; the step along mode $i$ is then infinite and its sign undetermined.
\end{itemize}

\section{How long the steps are}

Near a minimum $b_k>0$ and $F_k$ is small. Expanding the root in (\ref{up}) gives
\begin{equation}
 \lambda_p\simeq\tfrac12b_k+\tfrac12b_k\left(1+\frac{2F_k^2}{b_k^2}\right)
 =b_k+\frac{F_k^2}{b_k},\qquad
 s_k\simeq\frac{b_k}{F_k}.
 \label{long}
\end{equation}
The smaller the gradient, the longer the proposed step. Only its direction is useful here, and the step setting determines the actual length.

The climbing part and the complement part can each be shortened to a cap $r$. This keeps all signs and limits the total displacement to $\sqrt2\,r$. Alternatively, one common factor can shorten the total step to $r$. This also keeps the signs, but when (\ref{long}) makes the climbing part very long, the complement hardly relaxes.

Near a first-order saddle the situation is reversed. Let $b_k<0$ and let all other $b_i$ be positive. For small gradients, $\sqrt{b_k^2+4F_k^2}\simeq|b_k|+2F_k^2/|b_k|$. In (\ref{down}) the small $\lambda_n$ may be dropped from the denominators. To leading order,
\begin{equation}
 \lambda_p\simeq\frac{F_k^2}{|b_k|},\qquad
 \lambda_n\simeq-\sum_{i\ne k}\frac{F_i^2}{b_i}.
\end{equation}
Both shifts are quadratic in the gradient. Expanding the denominators,
\begin{equation}
 s_k\simeq\frac{F_k}{|b_k|}\left(1-\frac{\lambda_p}{|b_k|}\right),\qquad
 s_i\simeq-\frac{F_i}{b_i}\left(1+\frac{\lambda_n}{b_i}\right).
\end{equation}
The leading terms are Newton's step and the corrections are cubic in the gradient. P-RFO thus inherits Newton's quadratic convergence if the Hessian is exact, the saddle has no zero curvature, the negative mode is the one followed, and the cap no longer acts. This is a local statement; it does not guarantee that the search gets there.

\section{A surface on which the choice matters}

The Cerjan--Miller surface, in dimensionless variables, is
\begin{equation}
 V=(a-by^2)f(x)+\tfrac12cy^2,\qquad f(x)=x^2e^{-x^2},
\end{equation}
with $a=b=c=1$; the parameter $b$ without index is not an eigenvalue. The derivatives of $f$ are
\begin{equation}
 f'=(2x-2x^3)e^{-x^2},\qquad f''=(2-10x^2+4x^4)e^{-x^2},
\end{equation}
and those of $V$ are
\begin{align}
 V_x&=(a-by^2)f', & V_y&=y(c-2bf),\\
 V_{xx}&=(a-by^2)f'', & V_{yy}&=c-2bf,\qquad V_{xy}=-2byf'.
\end{align}
The largest value of $f$ is $1/e$, at $x=\pm1$. Since $2b/e<c$, the bracket in $V_y$ is positive, and $V_y=0$ requires $y=0$. Then $V_x=0$ requires $f'=0$, so $x=0$ or $x=\pm1$. These are all the finite stationary points.

At the origin the curvatures are $2a=2$ along $x$ and $c=1$ along $y$: a minimum. At $(\pm1,0)$ they are $-4a/e=-1.4715$ and $c-2b/e=0.2642$: two saddles, at height $a/e=0.3679$. The way to either saddle begins along the stiffer mode. For large $|x|$ on the axis $y=0$ the gradient also tends to zero although no stationary point is there, so a small gradient alone does not prove success.

\subsection{The first step}

Start at $(0.1,0.2)$ with $r=0.2$ for each part. The curvatures are $0.97282$ (mode 1) and $1.81361$ (mode 2), with $|F_1|=0.21281$ and $|F_2|=0.16900$. We climb mode 2, which lies mainly along $x$:
\begin{align}
 \lambda_p&=\tfrac12(1.81361)+\tfrac12\sqrt{1.81361^2+4(0.16900)^2}=1.82922,\\
 |s_2|&=\frac{0.16900}{1.82922-1.81361}\simeq10.8 .
\end{align}
The complement has one mode, so $\lambda_n$ is the lower root of its quadratic equation:
\begin{align}
 \lambda_n&=\tfrac12(0.97282)-\tfrac12\sqrt{0.97282^2+4(0.21281)^2}=-0.0445,\\
 |s_1|&=\frac{0.21281}{0.97282+0.0445}=0.209 .
\end{align}
Both parts are cut to $0.2$. A common factor would be $0.2/\sqrt{10.8^2+0.209^2}\simeq0.0185$, leaving a relaxation of about $0.004$ in mode 1.

The unpartitioned problem has its second root at $1.0159$, between the two curvatures. It gives $F_1s_1=1.052$ and $F_2s_2=-0.036$: it climbs the soft mode and descends the stiff one, the opposite of what is wanted.

\subsection{The whole search}

With the mode tracked by overlap, the search reaches the saddle $(1,0)$ in seven steps. At the second step, $x$ goes from $0.280$ to $0.477$ and the followed mode changes from upper to lower, while its overlap with the previous vector is $0.9999$. The number of the mode has changed, but hardly its direction. The final Hessian has one negative eigenvalue.

On the way, $|y|$ first falls to $0.018$ and then grows to $0.083$ before it vanishes. The cause is the tilt of the eigenvectors. If they lay along the axes, the complement step would be $-yV_{yy}/(V_{yy}-\lambda_n)$, or a shortened version of it, and would reduce $|y|$ every time.

In the last steps the gradient norm falls from $4.2\times10^{-3}$ to $2.4\times10^{-6}$ and then to $2\times10^{-12}$. The constant of this quadratic convergence follows from a Taylor expansion. Let $\epsilon$ be the displacement from the saddle, $H_0$ the Hessian there and $T$ the array of third derivatives. Then $g\simeq H_0\epsilon+\frac12T\epsilon\epsilon$ and $H\simeq H_0+T\epsilon$, so Newton's step is
\begin{equation}
 -H^{-1}g\simeq-\epsilon-\tfrac12H_0^{-1}T\epsilon\epsilon+H_0^{-1}T\epsilon\epsilon
 =-\epsilon+\tfrac12H_0^{-1}T\epsilon\epsilon .
\end{equation}
The new error is the last term. At $(1,0)$ the derivatives $V_{xxy}=-2byf''$, $V_{xyy}=-2bf'$ and $V_{yyy}$ vanish, which leaves $V_{xxx}=af'''$. From $f'''=(-24x+36x^3-8x^5)e^{-x^2}$ we get $f'''(1)=4/e$, and with $f''(1)=-4/e$ the error in $x$ becomes
\begin{equation}
 \epsilon_x'\simeq\frac{f'''(1)}{2f''(1)}\,\epsilon_x^2=-\tfrac12\epsilon_x^2 .
\end{equation}
A P-RFO step taken close to the saddle gives $-0.5003$ for this constant, and the last step of the search gives $-0.50$. The step before it gives only $-0.38$: there $y=0.011$ is five times $|\epsilon_x|=0.0021$, and a cubic term, about $-2y^2\epsilon_x$ from the coupling $V_{xy}\simeq-2yf''\epsilon_x$, is not yet negligible.

\subsection{Other settings from the same start}

If the upper mode is climbed by its number, the search has not converged after 60 steps. At all three stationary points the upper curvature is positive, so by (\ref{long}) the climbing step near any of them is long, and the cap makes it $0.2$. None of these points can attract the search.

The common scale factor also reaches the saddle in seven steps. In a survey of 24 starts on a circle of radius $0.2$ around the minimum, both kinds of cap reach a saddle every time. The slower relaxation under a common factor is real, but on this surface it costs no success in these runs.

\section{When overlap recognizes the mode}

Let $u$ be the vector followed at the previous point. Tracking picks the new eigenvector with the largest $|v_i\cdot u|$. The squared overlaps add up to one, because the $v_i$ form an orthonormal basis. If one of them exceeds $\frac12$, the others together are below $\frac12$ and the choice is unique. In $n$ dimensions the largest squared overlap may be as small as $1/n$, and the choice then carries little information.

A unique choice can still be an unwanted one. For two coordinates define $D=V_{xx}-V_{yy}$, $W=2V_{xy}$ and $\rho=\sqrt{D^2+W^2}$, and set $D=\rho\cos2\theta$, $W=\rho\sin2\theta$. Apart from a multiple of the unit matrix, the Hessian is
\begin{equation}
 \frac{\rho}{2}\begin{pmatrix}\cos2\theta&\sin2\theta\\ \sin2\theta&-\cos2\theta\end{pmatrix}.
\end{equation}
Applied to $(\cos\theta,\sin\theta)$, it returns $\rho/2$ times the same vector, which is therefore the upper eigenvector. For two points, the squared overlap of the upper eigenvectors is
\begin{equation}
 \cos^2(\theta_1-\theta_2)=\tfrac12\left[1+\cos(2\theta_1-2\theta_2)\right]
 =\tfrac12\left[1+\frac{D_1D_2+W_1W_2}{\rho_1\rho_2}\right].
\end{equation}
Tracking changes from upper to lower, or back, when this is below $\frac12$, that is, when
\begin{equation}
 D_1D_2+W_1W_2<0 .
 \label{swap}
\end{equation}

Consider an avoided crossing, where $D$ passes through zero with slope $D'$ while $W$ is small and nearly constant. For points at distances $\pm h/2$ from the crossing, $D_1D_2\simeq-(D'h/2)^2$ and $W_1W_2\simeq W^2$. Condition (\ref{swap}) becomes
\begin{equation}
 h>\frac{2|W|}{|D'|}=\frac{4|V_{xy}|}{|D'|}.
 \label{hcrit}
\end{equation}
A step longer than this and centred on the crossing jumps over the region of mixing and keeps the character of the mode. For end points at distances $a$ and $h-a$ on either side, $D_1D_2\simeq-D'^2a(h-a)$ and the condition is $a(h-a)>W^2/D'^2$; since $a(h-a)\le h^2/4$, (\ref{hcrit}) is necessary for a jump but not sufficient. With shorter steps, tracking follows the eigenvector while it rotates into the other mode.

On the Cerjan--Miller surface the curvatures cross on the axis at $x=0.341$, with $D'=-4.98$. For small $|y|$, (\ref{hcrit}) gives $h>0.86|y|$, which is about $0.09$ at $y=0.1$. Scans along this line from $x=0.1$ to $0.9$ start with a vector mainly along $x$. With spacing $0.2$ the final vector has an $x$ component of magnitude $0.9999$; with spacing $0.01$ it is $0.017$. Finer steps have lost the mode. If the fine scan compares each point with the first vector instead of the latest, the component is again $0.9999$.

\section{Guidance for the settings}

\begin{description}
\item[Mode to climb.] Choose it by its displacement pattern, not by its rank. If the wanted motion is a stiff mode of the minimum, separate shifts are needed.
\item[Start.] Displace the structure along the chosen mode, so that $F_k\ne0$. The sign of the displacement selects the side as long as the start is close to the minimum: there the gradient points away from it, and the climb continues outwards. A large displacement in another mode can reverse the sign of $F_k$; from $(0.05,0.6)$ with $r=0.2$ the search ends at $(-1,0)$. Break symmetries that the saddle need not have.
\item[Largest step.] Near a minimum the cap is the actual length of the climbing step. It must be small enough for the quadratic model to give useful directions. A smaller cap need not make tracking safer: by (\ref{hcrit}), steps that are short enough follow the eigenvector through an avoided crossing instead of jumping over it. This is what the scans at fixed $y$ show. In searches on this surface from $(0.1,0.2)$, caps from $0.2$ down to $0.005$ all reached the saddle $(1,0)$, where the followed vector lies along $x$. For a few of these caps the vector had turned by more than $45^\circ$ away from $x$ on the way (its $x$ component fell to about $0.64$ for $r=0.033$) and then turned back.
\item[Reference for the overlap.] The latest vector suits a mode whose direction truly turns along the path. A fixed vector suits a motion that keeps its direction while its curvature crosses others. It fails once the wanted mode has turned so far that another eigenvector resembles the reference more.
\item[Warning signs.] A change of mode number with an overlap near one means that the direction has hardly changed in that step. A largest squared overlap below $\frac12$, which is possible only with more than two coordinates, calls for inspection of the modes. High overlaps from step to step do not prove that the mode is kept: in the fine scan above the mode number never changes and the squared overlap stays above $0.98$ while the vector turns from $x$ to $y$. A comparison with the first vector shows such a loss. A followed curvature that stays positive means that the search is not yet near a saddle of the wanted kind.
\item[Coordinates.] The unit length in the rational model makes the path depend on coordinate scaling. For a free molecule, overall translations and rotations should be removed first, since their zero curvatures violate the assumptions of the convergence result.
\item[Acceptance.] Require a small gradient and one negative curvature, computed from an accurate Hessian at the final point. Then inspect the negative mode; the count does not tell which minima the saddle connects.
\end{description}

The numerical check tests the root formulas against direct optimization of the rational model, the signs of the step on random cases in five dimensions, and the overlap condition on pairs of points of the surface.

\section*{Calculated quantities}
\begin{verbatim}
All quantities are dimensionless; mode 1 is lower, mode 2 upper
parameters a, b, c: 1.0 1.0 1.0
curvatures at minimum: [1. 2.]
curvatures at saddle: [-1.471518  0.264241]
saddle height above minimum: 0.367879
start x, y: 0.10 0.20; cap per part: 0.20
start gradient x, y: [0.188189 0.19604 ]
start Hessian xx, xy, yy: [ 1.806231 -0.078412  0.980199]
start curvatures, modes 1 2: [0.972822 1.813609]
start |F|, modes 1 2: [0.212806 0.168998]
start shifts lam_p, lam_n: 1.829222 -0.044515
uncapped |step|, modes 1 2: [ 0.209179 10.82394 ]
second root of unpartitioned problem: 1.015882
its F*step, modes 1 2: [ 1.051684 -0.035802]
step x y |gradient| mode curvature overlap lam_p lam_n
 0 0.10000000 0.20000000 2.72e-01 2 1.81361 1.00000 1.83e+00 -4.45e-02
 1 0.28038621 -0.01785503 4.78e-01 2 1.14555 0.98841 1.32e+00 -2.18e-03
 2 0.47709011 0.04421960 5.86e-01 1 -0.05865 0.99987 5.58e-01 -3.72e-04
 3 0.67474491 0.08311440 4.64e-01 1 -1.08970 0.99973 1.71e-01 -3.03e-04
 4 0.87584604 0.06675258 1.90e-01 1 -1.53387 0.99930 2.29e-02 -9.51e-04
 5 0.99793385 0.01106074 4.22e-03 1 -1.47435 0.99990 6.28e-06 -3.23e-05
 6 0.99999839 0.00000188 2.42e-06 1 -1.47152 1.00000 3.80e-12 -9.33e-13
 7 1.00000000 0.00000000 1.90e-12 1 -1.47152 1.00000 2.46e-24 -9.73e-34
final energy: 0.36787944
fixed upper index: converged False, steps 60, last |gradient| 5.59e-01
  last x, y: 0.28387 -0.16746
common scale factor: converged True, steps 7, last |gradient| 3.37e-16
  last x, y: 1.00000 0.00000
saddles reached from 24 starts, radius 0.2, separate caps: 24
saddles reached from same starts, common factor: 24
Newton difference ratio on halving gradient: 7.99725
new x error / old x error squared: -0.50030
curvature crossing on y=0 at x: 0.341094
slope of curvature difference there: -4.975068
critical spacing / |y|: 0.862879
scan y=0.1, spacing 0.20, final |x component|: 0.99986
scan y=0.1, spacing 0.01, final |x component|: 0.01680
same fine scan, fixed reference, |x component|: 0.99986
\end{verbatim}
